\section*{Slowing-Down Spectrum of Monoenergetic Electrons Injected into a Field-Free Gas}

\section{What is being counted}

Q: Fast electrons enter a gas at one energy and leave a continuous spectrum behind them. You say its steady height can be found without solving a Boltzmann equation. What quantity do you mean by ``energy density''?

A: The number of electrons per volume and per unit kinetic energy, $n(\varepsilon)$. The number per volume between $\varepsilon$ and $\varepsilon+d\varepsilon$ is $n\,d\varepsilon$. It is not the stored energy per volume, which would be $\int\varepsilon\,n\,d\varepsilon$, and it is not normalized to one.

Electrons are born with energy $\varepsilon_0$ at a rate $S$ per volume and time, uniformly in a gas of number density $N$. For the moment no field heats them, none reach a wall or recombine, the gas gives no energy back, and electrons freed by ionization are not counted.

Q: They lose energy in collisions. How does that become a smooth rate?

A: Let process $j$ have cross section $\sigma_j$ and energy loss $W_j$. On a path $dx$ an electron makes on average $N\sigma_j\,dx$ such collisions, so its mean loss is $N\sum_j W_j\sigma_j\,dx$. Ionization has a continuous range of losses, so in general
\begin{equation}
L(\varepsilon)=\int_0^\infty W\,\frac{d\sigma}{dW}\,dW ,
\end{equation}
where a discrete process contributes $W_j\sigma_j$. This is the stopping cross section, an energy times an area. Continuous slowing replaces the random loss by its mean. Since $dx=v\,dt$,
\begin{equation}
\frac{d\varepsilon}{dt}=-N\,v(\varepsilon)\,L(\varepsilon),\qquad v=\sqrt{\frac{2\varepsilon}{m}} .
\label{eq:loss}
\end{equation}
Elastic scattering turns the velocity but does not enter here, because $L$ refers to length along the actual, bent path.

\section{The balance in energy}

Q: Now you have the motion of one electron. What fixes the population?

A: Conservation of number along the energy axis. The flux through energy $\varepsilon$, positive upward, is density times velocity on that axis:
\begin{equation}
J=n\,\frac{d\varepsilon}{dt}=-N v L\,n .
\end{equation}
The number in a small energy interval changes by what flows in minus what flows out, plus what is born there:
\begin{equation}
\frac{\partial n}{\partial t}+\frac{\partial J}{\partial\varepsilon}=S\,\delta(\varepsilon-\varepsilon_0).
\label{eq:cont}
\end{equation}
In the steady state the first term vanishes. Away from $\varepsilon_0$ the flux is then constant. Above $\varepsilon_0$ there is neither a source nor upward motion, so $n=0$ and $J=0$. Integrating across the source gives
\begin{equation}
J(\varepsilon_0^+)-J(\varepsilon_0^-)=S
\quad\Rightarrow\quad J(\varepsilon_0^-)=-S .
\end{equation}
The minus sign says that the electrons move downward. With $-NvLn=-S$,
\begin{equation}
n(\varepsilon)=\frac{S}{N\,v(\varepsilon)\,L(\varepsilon)},\qquad \varepsilon<\varepsilon_0 .
\label{eq:main}
\end{equation}

Q: The injection energy has disappeared from the height. That looks suspicious.

A: It sets where the spectrum ends. Below that, every electron passes each energy once on its way down, and the height depends on how long it stays near that energy. The age of an electron shows this directly. Those with ages between $t$ and $t+dt$ number $S\,dt$ per volume. They occupy an energy interval of size $|d\varepsilon|=NvL\,dt$, and the ratio is again $S/(NvL)$. Summing over ages gives
\begin{equation}
\int_{\varepsilon_1}^{\varepsilon_0} n\,d\varepsilon=S\tau,\qquad
\tau=\int_{\varepsilon_1}^{\varepsilon_0}\frac{d\varepsilon}{NvL}.
\label{eq:tau}
\end{equation}
In continuous slowing, $\tau$ is also how long the source must have been on for the spectrum to be steady down to $\varepsilon_1$. Real losses are random, so many electrons take longer than $\tau$, and the spectrum near $\varepsilon_1$ is not yet steady at that time.

Q: Where do the electrons go at the bottom? A steady state needs a drain.

A: It does, but the drain may lie anywhere below the range considered. Nothing moves upward in this model, so the drain cannot affect the spectrum above it.

Q: And if the source is not monoenergetic?

A: Replace the right side of \eqref{eq:cont} by $s(\varepsilon)$, the birth rate per volume and unit energy. Integrating $dJ/d\varepsilon=s$ from $\varepsilon$ to infinity, where $J=0$, gives $-J(\varepsilon)=\int_\varepsilon^\infty s\,d\varepsilon'$, hence
\begin{equation}
n(\varepsilon)=\frac{1}{NvL}\int_\varepsilon^\infty s(\varepsilon')\,d\varepsilon' .
\label{eq:general}
\end{equation}
Only the electrons born above $\varepsilon$ count. A delta function returns \eqref{eq:main}.

\section{Collisions take finite bites}

Q: An inelastic collision can take more than ten electronvolts at once. Your electron does not slide through each energy; it jumps over most of them.

A: Then the condition to impose is that each electron crosses $\varepsilon$ once, by a jump. Let
\begin{equation}
\sigma_>(\varepsilon',u)=\int_u^\infty\frac{d\sigma(\varepsilon')}{dW}\,dW
\end{equation}
be the cross section for losing more than $u$ at energy $\varepsilon'$. An electron at $\varepsilon+u$ crosses $\varepsilon$ if it loses more than $u$. With $F=Nvn$, the total crossing rate is
\begin{equation}
\int_0^\infty F(\varepsilon+u)\,\sigma_>(\varepsilon+u,u)\,du=S .
\label{eq:cross}
\end{equation}
Here $F$ includes the electrons still at $\varepsilon_0$ that have not yet collided. No small loss has been assumed.

Q: How does $L$ come back?

A: Expand for losses small compared with the energy scale on which $F$ and the cross sections vary. Keep the second argument of $\sigma_>$ fixed and expand in the shift of energy:
\begin{equation}
F(\varepsilon+u)\sigma_>(\varepsilon+u,u)\approx
F\sigma_>(\varepsilon,u)+u\,\frac{\partial}{\partial\varepsilon}\bigl[F\sigma_>(\varepsilon,u)\bigr].
\end{equation}
Two integrals are needed. Exchanging the order of integration,
\begin{align}
\int_0^\infty\sigma_>\,du&=\int_0^\infty\frac{d\sigma}{dW}\int_0^W du\,dW=L,\\
\int_0^\infty u\,\sigma_>\,du&=\int_0^\infty\frac{d\sigma}{dW}\int_0^W u\,du\,dW=\frac{M_2}{2},
\end{align}
with $M_2=\int W^2(d\sigma/dW)\,dW$. So \eqref{eq:cross} becomes
\begin{equation}
FL+\frac12\frac{d(FM_2)}{d\varepsilon}\approx S .
\end{equation}
At lowest order $F=S/L$, which is \eqref{eq:main}. Putting this into the small derivative term gives
\begin{equation}
n\approx\frac{S}{NvL}\left[1-\frac12\frac{d}{d\varepsilon}\!\left(\frac{M_2}{L}\right)\right].
\label{eq:corr}
\end{equation}
The ratio $M_2/L$ is a mean loss weighted toward large losses. If it grows with energy, the jumps that begin above $\varepsilon$ supply more of the crossings, and fewer electrons are needed at $\varepsilon$.

Q: Is there a case where I can see the correction without trusting the expansion?

A: Take a constant cross section $\sigma$ and losses spread uniformly between $0$ and $a\varepsilon$, with $0<a<1$. Far below the source this law has no energy scale, so try $F=C/\varepsilon$. The chance of losing more than $u$ at $\varepsilon'=\varepsilon+u$ is $1-u/(a\varepsilon')$, which vanishes at $\varepsilon'=\varepsilon/(1-a)$. With $y=\varepsilon'/\varepsilon$, \eqref{eq:cross} becomes
\begin{align}
\frac{S}{C\sigma}&=\int_1^{1/(1-a)}\left[1-\frac{y-1}{ay}\right]\frac{dy}{y}\notag\\
&=\left(1-\frac1a\right)\ln\frac1{1-a}+\frac1a\,\bigl[1-(1-a)\bigr]\notag\\
&=1+\frac{1-a}{a}\ln(1-a)
=\frac a2+\frac{a^2}{6}+\frac{a^3}{12}+\cdots
\end{align}
The trial form works, since $\varepsilon$ has cancelled. Here $L=\sigma a\varepsilon/2$, so
\begin{equation}
\frac{FL}{S}=\frac{a/2}{a/2+a^2/6+a^3/12+\cdots}=1-\frac a3-\frac{a^2}{18}+\cdots
\end{equation}
On the other side $M_2=\sigma a^2\varepsilon^2/3$ and $M_2/L=2a\varepsilon/3$, so \eqref{eq:corr} gives $1-a/3$. The first correction agrees, and the remainder is of order $a^2$.

\section{A glow at one torr}

Q: Put numbers in. I want to see whether the correction is a detail or a disaster.

A: Take $\varepsilon_0=500$ eV, $S=10^{14}\ \mathrm{cm^{-3}\,s^{-1}}$, and gas at 1 Torr and 300 K, so $N=3.219\times10^{16}\ \mathrm{cm^{-3}}$. The gas is a model with round parameters: one excitation at $E_x=12$ eV and ionization at $I=16$ eV, close to the thresholds of argon. Its cross sections are only roughly those of argon. At 50 eV and below its ionization is too strong, increasingly so toward threshold, and from 200 to 500 eV it is too weak by roughly 20 to 30\%. None of the numbers here should be read as values for real argon. Above threshold each cross section is
\begin{equation}
\sigma=\frac{A}{\varepsilon E}\ln\frac{\varepsilon}{E},
\end{equation}
where $E$ is the threshold and $A$ is $5.0\times10^{-18}$ for excitation and $2.4\times10^{-17}\ \mathrm{m^2\,eV^2}$ for ionization.

Q: The ionization loss also contains the energy given to the new electron.

A: Yes. The loss is $I+w$, where $w$ is the energy of the slower outgoing electron; the faster one is called the primary. Thus $w\le(\varepsilon-I)/2$. Let its distribution be proportional to $1/[1+(w/b)^2]$ with $b=10$ eV, and let $x=(\varepsilon-I)/(2b)$. The normalization integral is $b\arctan x$, so
\begin{align}
\langle w\rangle&=\frac{(b^2/2)\ln(1+x^2)}{b\arctan x}=\frac b2\,\frac{\ln(1+x^2)}{\arctan x},\\
\langle w^2\rangle&=\frac{b^3(x-\arctan x)}{b\arctan x}=b^2\left(\frac{x}{\arctan x}-1\right).
\end{align}
At 100 eV, $x=84/20=4.2$ and $\langle w\rangle=10.94$ eV. The cross sections are $8.834\times10^{-21}\ \mathrm{m^2}$ for excitation and $2.749\times10^{-20}\ \mathrm{m^2}$ for ionization. Therefore
\begin{align}
L&=12(8.834\times10^{-21})+26.94(2.749\times10^{-20})\notag\\
&=8.47\times10^{-19}\ \mathrm{eV\,m^2}.
\end{align}
The speed is $5.931\times10^6$ m/s, and
\begin{align}
n&=\frac{10^{20}}{(3.219\times10^{22})(5.931\times10^6)(8.465\times10^{-19})}\notag\\
&=6.19\times10^8\ \mathrm{m^{-3}\,eV^{-1}}=619\ \mathrm{cm^{-3}\,eV^{-1}} .
\end{align}
With energy in joules this is $3.86\times10^{27}\ \mathrm{m^{-3}\,J^{-1}}$. Other energies give:

\begin{center}
\begin{tabular}{rccc}
$\varepsilon$ (eV) & $v$ ($10^6$ m/s) & $L$ ($10^{-19}$ eV m$^2$) & $n$ (cm$^{-3}$ eV$^{-1}$)\\
400 & 11.86 & 4.72 & 555\\
200 & 8.39 & 6.62 & 560\\
100 & 5.93 & 8.47 & 619\\
50 & 4.19 & 9.13 & 811\\
30 & 3.25 & 7.58 & 1261
\end{tabular}
\end{center}

Q: Why is it so flat at the top?

A: If $L\propto\varepsilon^{-s}$, then $n\propto\varepsilon^{s-1/2}$, which is flat at $s=1/2$. Between 200 and 400 eV, $L$ falls by a factor 0.713 while $v$ rises by 1.414, and the product changes by about 1\%. At 30 eV both $v$ and $L$ are smaller than at 100 eV, and $n$ is about twice as large.

The slowing time from 500 to 30 eV is 2.78 ns. By \eqref{eq:tau} the injected electrons above 30 eV number $10^{14}\times2.78\times10^{-9}=2.78\times10^5\ \mathrm{cm^{-3}}$. As a test, a steady stream of electrons was followed with \eqref{eq:loss} and counted in windows 10 eV wide around 50, 100, 200 and 400 eV. The counts differ from \eqref{eq:main} by at most $1.5\times10^{-4}$ of the predicted value.

Q: That test still uses the smooth loss law. What do the jumps do?

A: A collision-by-collision balance with the same cross sections, on a grid of 0.5 eV, answers that. The table gives its density divided by $S/(NvL)$, beside the factor in \eqref{eq:corr}. The last column includes all electrons freed by ionization.

\begin{center}
\begin{tabular}{rccc}
$\varepsilon$ (eV) & primaries & factor & with secondaries\\
490 & 0 & 0.965 & 0\\
300 & 0.952 & 0.961 & 0.952\\
200 & 0.951 & 0.957 & 0.970\\
100 & 0.939 & 0.945 & 1.215\\
50 & 0.916 & 0.920 & 2.046\\
30 & 0.887 & 0.891 & 3.463\\
20 & 0.854 & 0.836 & 5.379
\end{tabular}
\end{center}

From 300 down to 50 eV the smooth formula is 5 to 9\% too high relative to the collision-by-collision density, and the first correction accounts for most of that.

Q: But at 490 eV it fails completely.

A: The smallest loss is 12 eV, so no electron can land between 488 and 500 eV. The expansion assumed a smooth $F$, and near a sharp source $F$ is not smooth. At the other end, near the excitation threshold, $\ln(\varepsilon/E_x)\approx(\varepsilon-E_x)/E_x$ gives
\begin{equation}
L\approx\frac{A_x}{E_x^2}(\varepsilon-E_x),
\end{equation}
with $A_x$ the excitation strength. Then $n\propto1/(\varepsilon-E_x)$ and $\tau$ diverges logarithmically. This divergence is not produced by the smoothing. An electron does not creep toward 12 eV, since one collision takes it below, but if it lands just above threshold it waits a time $1/(Nv\sigma)\propto1/(\varepsilon-E_x)$ for that collision. The collision-by-collision density of primaries therefore diverges in the same way, at about three quarters of the smooth value. In a real gas the growth is cut off by elastic recoil, Coulomb drag and the field, which stop being negligible as $L\to0$. The 20 eV row is already outside the regime of the expansion, since a single loss is comparable with the energy itself, and its fair agreement there should not be relied on.

\section{The electrons left out}

Q: The last column worries me more. At 30 eV you miss most of the electrons.

A: Yes. Equation \eqref{eq:main} describes the injected electrons, not the whole distribution. The highest secondary energy is $(500-16)/2=242$ eV, so the two columns agree at 300 eV and separate below 242 eV. At 50 eV the total is already about twice $S/(NvL)$.

In the continuous picture the secondaries enter through \eqref{eq:general}, with
\begin{equation}
s(w)=S\,\delta(w-\varepsilon_0)+\int_{2w+I}^{\varepsilon_0}N v(\varepsilon')\,n(\varepsilon')\,\frac{d\sigma_i}{dw}(\varepsilon',w)\,d\varepsilon' ,
\end{equation}
where $\sigma_i$ is the ionization cross section. The lower limit follows from $w\le(\varepsilon'-I)/2$. Since a secondary comes from a faster electron, the equation can be solved from the top downward. The last column of the table comes from the collision-by-collision balance, not from this equation. The two differ at low energy, because secondaries become much more numerous toward lower energy, even over the span of a single loss. The term $\frac12\,d(FM_2)/d\varepsilon$, positive for the injected electrons alone, then changes sign near 100 eV; it is about $-0.09\,FL$ at 50 eV and $-0.16\,FL$ at 30 eV. Continuous slowing gives too few electrons there: the equation above yields about 1.8 and 2.7 in place of the 2.05 and 3.46 of the table.

The full balance gives 18.8 ionizations per injected electron, or $500/18.8=26.6$ eV each. For fast electrons in argon the measured value is roughly 26 eV. The round parameters are therefore reasonable in this respect, though one integrated number does not verify the shape of the spectrum.

Q: Does a real discharge look anything like this?

A: The nearest case is the negative glow of a dc processing discharge, where electrons accelerated in the cathode fall enter a region of weak field. A fall of a few hundred volts and a pressure near 1 Torr are typical in rough terms. The injected power density is $8.01\ \mathrm{mW/cm^3}$; dividing by 500 V and multiplying by a depth of 2.50 cm, the path length from 500 to 30 eV, gives about $0.04\ \mathrm{mA/cm^2}$ of fast-electron current. This is an upper estimate, because elastic scattering bends the path and the electrons penetrate less deeply. The assumption of a single birth energy fails there, because many electrons collide or are created inside the cathode fall. By \eqref{eq:general}, at fixed total $S$, the density at $\varepsilon$ is multiplied by the fraction born above $\varepsilon$. If half are born below 100 eV, the 619 becomes about 310 $\mathrm{cm^{-3}\,eV^{-1}}$, before discreteness and secondaries are included.

Q: They also enter from one side, not uniformly.

A: Then \eqref{eq:main} need not hold at each point. It does hold, within continuous slowing, for quantities integrated over the volume, if the gas is uniform and no electrons reach the walls: motion in space then only redistributes them, and $n$ and $S$ are replaced by their volume integrals.

Q: And if they do reach the walls?

A: Consider a uniform, isotropic source in a slab of width $D$, with straight paths of length $R<D$. At distance $z$ from a wall, an electron hits it if the cosine of its angle to the normal exceeds $z/R$, which has probability $(1-z/R)/2$. Averaging over the slab and counting both walls,
\begin{equation}
\frac2D\int_0^R\frac12\left(1-\frac zR\right)dz=\frac{R}{2D}.
\end{equation}
For $D=20$ cm and $R=2.50$ cm this is 6.25\% lost before reaching 30 eV; random sampling of positions and directions gives 6.23\%. Elastic scattering is left out of this estimate, and the omission is not small: with a cross section of $5\times10^{-20}\ \mathrm{m^2}$ the free path at 1 Torr is 0.06 cm, far shorter than $R$, and isotropic scattering at that rate lowers the loss to about 2\%. The 6.25\% is therefore an upper estimate. At fixed gas temperature $R\propto1/p$, so at 0.1 Torr the path would be 25 cm, longer than the slab is wide, and wall loss could no longer be treated as a small correction.

Q: What about the field, and the plasma electrons already there?

A: A residual field of 0.1 V/cm supplies, per unit path, at most $7.4\times10^{-4}$ of the stopping between 30 and 500 eV. Coulomb drag on plasma electrons of density $10^{11}\ \mathrm{cm^{-3}}$, with a Coulomb logarithm of 10, is $1.8\times10^{-5}$ of the stopping at 30 eV. Elastic recoil at 100 eV, for an atomic mass of 40 u and a cross section of $5\times10^{-20}\ \mathrm{m^2}$, is $1.6\times10^{-4}$ of it. The classical speed at 500 eV is too high by $7.3\times10^{-4}$ relative to the relativistic one. For these conditions all four are far smaller than the effect of secondaries below 100 eV. The numerical output lists the values used here.

Q: So when may I use $S/(NvL)$ as it stands?

A: For the injected electrons, several losses below the source and well above the lowest threshold, when their slowing path is short compared with the vessel. In this example that means an error of 5 to 9\% between 300 and 50 eV from discreteness. For the total spectrum the range is narrower: the secondaries add little at 200 eV, but they must be included by 100 eV.

\section*{Computed values}
\begin{verbatim}
injection energy = 500 eV, rate S = 1.0e+14 cm^-3 s^-1
pressure = 1.0 Torr, temperature = 300 K
gas density N = 3.219e+16 cm^-3
thresholds: excitation 12 eV, ionization 16 eV
strengths: excitation 5.0e-18, ionization 2.4e-17 m^2 eV^2
secondary energy width b = 10 eV
at 100 eV: sigma_ex = 8.834e-21 m^2
at 100 eV: sigma_ion = 2.749e-20 m^2
at 100 eV: mean secondary energy = 10.94 eV
at 100 eV: mean square secondary energy = 214.1 eV^2
at 100 eV: M2/L = 28.14 eV
E (eV) | v (m/s) | L (eV m^2) | n (cm^-3 eV^-1)
400 | 1.186e+07 | 4.719e-19 | 555.0
300 | 1.027e+07 | 5.475e-19 | 552.3
200 | 8.388e+06 | 6.616e-19 | 559.8
100 | 5.931e+06 | 8.465e-19 | 618.8
50 | 4.194e+06 | 9.131e-19 | 811.3
30 | 3.249e+06 | 7.582e-19 | 1261.3
n at 100 eV in SI = 3.862e+27 m^-3 J^-1
slowing time 500 to 30 eV = 2.78 ns
path length 500 to 30 eV = 2.50 cm
density of injected electrons above 30 eV = 2.783e+05 cm^-3
injected power density = 8.01 mW/cm^3
largest deviation, counted stream vs formula = 1.5e-04
Ratios to S/(N v L), collision-by-collision balance:
E (eV) | primaries | first correction | with secondaries
490 | 0.000 | 0.965 | 0.000
300 | 0.952 | 0.961 | 0.952
200 | 0.951 | 0.957 | 0.970
100 | 0.939 | 0.945 | 1.215
50 | 0.916 | 0.920 | 2.046
30 | 0.887 | 0.891 | 3.463
20 | 0.854 | 0.836 | 5.379
highest secondary energy = 242 eV
ionizations per injected electron = 18.80
energy spent per ionization = 26.6 eV
slab width = 20 cm
wall escape, straight paths: formula 0.0625, sampled 0.0623
residual field 0.1 V/cm: at most 7.4e-04 of stopping
plasma density 1e+11 cm^-3, Coulomb logarithm 10
Coulomb drag at 30 eV = 1.8e-05 of stopping
recoil inputs: mass 40 u, cross section 5e-20 m^2
elastic recoil at 100 eV = 1.6e-04 of stopping
classical speed too high at 500 eV by 7.3e-04 (relative)
\end{verbatim}
